# Surface-Optical Phonon at an Interface Between a Polar Oxide and a Semiconductor

Let a polar oxide fill \(z<0\) and a nonpolar semiconductor fill \(z>0\). We seek a vibration of the oxide ions whose electric field is bound to the plane \(z=0\) and varies along it as \(e^{iqx}\), with \(q>0\). Much of its form follows before any equation is solved.

If retardation is neglected, the speed of light drops out, and two half-spaces contain no length other than \(1/q\). The ions supply one frequency, \(\omega_{TO}\). No dimensionless number can be built from \(q\) and \(\omega_{TO}\) alone, so the mode frequency cannot depend on \(q\). It must be \(\omega_{TO}\) times a function of the relative permittivities. Multiplying all permittivities by a common factor changes neither the source-free field equations nor the matching conditions, so this function contains only their ratios. Finally, Laplace's equation is the same on both sides, so the potential is even in \(z\) and its normal derivative reverses sign across the interface. A continuous normal displacement then requires opposite permittivities. It remains to turn this into a frequency.

## The oxide as a dielectric

The oxide is isotropic, local, harmonic and undamped, with a single infrared-active mode. Its relative permittivity is \(\varepsilon_0\) far below the mode and \(\varepsilon_\infty\) far above it, but still below electronic transitions, with \(\varepsilon_0>\varepsilon_\infty>0\). The vacuum permittivity is written \(\varepsilon_{\rm vac}\). Let \(\mathbf P\) be the polarization due to ionic displacement and \(\mathbf E\) the macroscopic field. Then

\[
\ddot{\mathbf P}=-\omega_{TO}^2\mathbf P+\varepsilon_{\rm vac}\,\Delta\,\omega_{TO}^2\,\mathbf E,\qquad
\mathbf D=\varepsilon_{\rm vac}\varepsilon_\infty\mathbf E+\mathbf P. \tag{1}
\]

Local-field effects are absorbed in the constants. The coefficient of \(\mathbf P\) is the squared transverse frequency because a nonretarded transverse bulk wave has no macroscopic field: \(\nabla\times\mathbf E=0\) makes \(\mathbf E\) parallel to the wavevector, while \(\nabla\cdot\mathbf D=0\) with transverse \(\mathbf P\) removes that component.

The static limit fixes \(\Delta\). Setting \(\ddot{\mathbf P}=0\) gives \(\mathbf P=\varepsilon_{\rm vac}\Delta\,\mathbf E\), so \(\mathbf D=\varepsilon_{\rm vac}(\varepsilon_\infty+\Delta)\mathbf E\). This must equal \(\varepsilon_{\rm vac}\varepsilon_0\mathbf E\), and therefore \(\Delta=\varepsilon_0-\varepsilon_\infty\).

For time dependence \(e^{-i\omega t}\), \(\ddot{\mathbf P}=-\omega^2\mathbf P\). Equation (1) gives \((\omega_{TO}^2-\omega^2)\mathbf P=\varepsilon_{\rm vac}\Delta\,\omega_{TO}^2\mathbf E\), and hence

\[
\varepsilon_{ox}(\omega)=\varepsilon_\infty+\frac{\Delta\,\omega_{TO}^2}{\omega_{TO}^2-\omega^2}. \tag{2}
\]

A longitudinal bulk wave has \(\mathbf D=0\) with \(\mathbf E\neq0\), so \(\varepsilon_{ox}=0\). Multiplying (2) by \(\omega_{TO}^2-\omega^2\) gives \(\varepsilon_\infty(\omega_{TO}^2-\omega^2)+\Delta\,\omega_{TO}^2=0\), or

\[
\omega_{LO}^2=\omega_{TO}^2\,\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{3}
\]

The semiconductor is described by a constant \(\varepsilon_s>0\). Being nonpolar, it has no infrared-active lattice mode in this model, so its static permittivity is also its electronic one. Free carriers are left out for now.

## The interface condition

Without retardation \(\mathbf E=-\nabla\phi\). Within each uniform medium, \(\nabla\cdot\mathbf D=0\) becomes \(\varepsilon\nabla^2\phi=0\). The case \(\varepsilon_{ox}=0\) is the longitudinal bulk mode already found. For a finite, nonzero permittivity, \(\nabla^2\phi=0\). With \(\phi=f(z)e^{iqx}\) this reads \(f''=q^2f\). Decay on both sides and continuity of \(\phi\) at \(z=0\) select

\[
\phi=A\,e^{iqx}e^{-q|z|}. \tag{4}
\]

The normal displacement is \(D_z=-\varepsilon_{\rm vac}\varepsilon\,\partial_z\phi\). On the oxide side \(\partial_z\phi=+q\phi\), so \(D_z=-\varepsilon_{\rm vac}\varepsilon_{ox}q\phi\). On the semiconductor side \(\partial_z\phi=-q\phi\), so \(D_z=+\varepsilon_{\rm vac}\varepsilon_sq\phi\). There is no free interface charge, so the two are equal:

\[
\varepsilon_{ox}(\omega)+\varepsilon_s=0. \tag{5}
\]

Inserting (2) and multiplying by \(\omega_{TO}^2-\omega^2\),

\[
(\varepsilon_\infty+\varepsilon_s)(\omega_{TO}^2-\omega^2)+\Delta\,\omega_{TO}^2=0.
\]

Hence \(\omega^2=\omega_{TO}^2[1+\Delta/(\varepsilon_\infty+\varepsilon_s)]\). Over a common denominator the numerator is \(\varepsilon_\infty+\varepsilon_s+\varepsilon_0-\varepsilon_\infty\), and

\[
\boxed{\;\omega_{SO}^2=\omega_{TO}^2\,\frac{\varepsilon_0+\varepsilon_s}{\varepsilon_\infty+\varepsilon_s}\;} \tag{6}
\]

The equation is linear in \(\omega^2\), so there is one interface frequency. It differs from \(\omega_{TO}\), so the multiplication introduced no false root. As foreseen, (6) contains no \(q\), and only ratios of permittivities matter.

## Why the semiconductor lowers the frequency

The same result follows from the force on the ions. By (4), the normal field in the semiconductor at the interface is minus that in the oxide, \(E_z\). Continuity of \(D_z\) reads \(\varepsilon_{\rm vac}\varepsilon_\infty E_z+P_z=-\varepsilon_{\rm vac}\varepsilon_sE_z\), so

\[
E_z=-\frac{P_z}{\varepsilon_{\rm vac}(\varepsilon_\infty+\varepsilon_s)}. \tag{7}
\]

Substitution in (1) adds \(\Delta\,\omega_{TO}^2/(\varepsilon_\infty+\varepsilon_s)\) to \(\omega_{TO}^2\), which is (6) again. The field opposes the polarization and stiffens the vibration. In a longitudinal bulk wave the field is \(-P/(\varepsilon_{\rm vac}\varepsilon_\infty)\), which is stronger. The semiconductor screens the restoring field, and the interface mode is softer than the longitudinal one. The differences are

\[
\omega_{SO}^2-\omega_{TO}^2=\frac{\Delta\,\omega_{TO}^2}{\varepsilon_\infty+\varepsilon_s},\qquad
\omega_{LO}^2-\omega_{SO}^2=\frac{\varepsilon_s\,\Delta\,\omega_{TO}^2}{\varepsilon_\infty(\varepsilon_\infty+\varepsilon_s)}. \tag{8}
\]

Both are positive, so \(\omega_{TO}<\omega_{SO}<\omega_{LO}\). As \(\varepsilon_s\to\infty\) the restoring field is shorted out and \(\omega_{SO}\to\omega_{TO}\). The formal limit \(\varepsilon_s\to0\) gives \(\omega_{LO}\). A free oxide surface has \(\varepsilon_s=1\) and lies between these limits.

## When retardation matters

For a magnetic field \(H_y\propto e^{iqx-\kappa|z|}\), Maxwell's equations give \(\kappa_i^2=q^2-\varepsilon_i\omega^2/c^2\) in medium \(i\), and \(E_x=\partial_zH_y/(i\omega\varepsilon_{\rm vac}\varepsilon_i)\). Continuity of \(H_y\) and \(E_x\) requires \(\kappa_{ox}/\varepsilon_{ox}=-\kappa_s/\varepsilon_s\), or

\[
\frac{\varepsilon_{ox}}{\kappa_{ox}}+\frac{\varepsilon_s}{\kappa_s}=0. \tag{9}
\]

At large \(q\), \(1/\kappa_i\simeq q^{-1}[1+\varepsilon_i\omega^2/(2q^2c^2)]\). Equation (9) becomes \(\varepsilon_{ox}+\varepsilon_s=-(\varepsilon_{ox}^2+\varepsilon_s^2)\omega^2/(2q^2c^2)\). On the right, \(\varepsilon_{ox}^2=\varepsilon_s^2\) to leading order, leaving \(-\varepsilon_s^2\omega_{SO}^2/(q^2c^2)\). On the left, the sum is \(\delta\omega\,(d\varepsilon_{ox}/d\omega)\) for a small shift \(\delta\omega\). From (2) and (8),

\[
\left.\frac{d\varepsilon_{ox}}{d\omega}\right|_{SO}
=\frac{2\omega_{SO}\Delta\,\omega_{TO}^2}{(\omega_{TO}^2-\omega_{SO}^2)^2}
=\frac{2\omega_{SO}(\varepsilon_\infty+\varepsilon_s)^2}{\Delta\,\omega_{TO}^2}.
\]

Division gives

\[
\frac{\delta\omega}{\omega_{SO}}\simeq-\frac{\Delta\,\varepsilon_s^2}{2(\varepsilon_\infty+\varepsilon_s)^2}\,\frac{\omega_{TO}^2}{q^2c^2}. \tag{10}
\]

## Example: a hafnia-like oxide on silicon

Take the round values \(\varepsilon_0=22\), \(\varepsilon_\infty=5\), \(\hbar\omega_{TO}=15\) meV and \(\varepsilon_s=11.7\). Then

\[
\frac{\omega_{SO}^2}{\omega_{TO}^2}=\frac{22+11.7}{5+11.7}=\frac{33.7}{16.7}=2.018,
\qquad \hbar\omega_{SO}=1.421\times15\ \text{meV}=21.3\ \text{meV},
\]

or 5.15 THz. Equation (3) gives \(\hbar\omega_{LO}=31.5\) meV, and the same oxide against vacuum would have its surface mode at 29.4 meV. Silicon thus lowers the surface mode by about 8 meV.

At 300 K, \(k_BT=25.85\) meV, and the Bose occupation \(1/(e^{\hbar\omega_{SO}/k_BT}-1)\) is 0.78. The mode is well populated, so channel electrons can absorb as well as emit these phonons.

For the corrections, fix \(q=0.5\) nm\(^{-1}\), for which the field decays over 2 nm. This is comparable with the thermal electron wavevector \(\sqrt{2mk_BT}/\hbar=0.36\) nm\(^{-1}\) for an in-plane mass \(m=0.19\,m_e\). The light wavevector \(\omega_{SO}/c\) is only \(1.08\times10^{-4}\) nm\(^{-1}\), and (10) gives a relative shift of \(-9.6\times10^{-8}\). Solving (9) for \(q\) at \(\omega=0.99\,\omega_{SO}\) shows that retardation lowers the frequency by one percent at \(q=0.00155\) nm\(^{-1}\), far below the wavevectors of interest here.

Damping adds \(-\gamma\dot{\mathbf P}\) to the right side of (1). This replaces \(\omega^2\) by \(\omega^2+i\gamma\omega\), so \(\omega=\sqrt{\omega_{SO}^2-\gamma^2/4}-i\gamma/2\). For \(\hbar\gamma=3\) meV the real part falls by 0.25 %. The dispersion of silicon, modelled by one electronic oscillator at 4 eV, shifts the mode by about \(-10^{-4}\) meV.

## Gate, interlayer and channel

Layers near the interface matter more, because their thicknesses are comparable with \(1/q\). From here on, let \(z\) point downward, so that the semiconductor lies below the oxide. Define the load of everything below a plane as \(Y=D_z/(\varepsilon_{\rm vac}q\phi)\). For a semiconductor half-space, \(Y=\varepsilon_s\).

Now place a layer of permittivity \(\varepsilon\) and thickness \(d\) above a load \(Y\). In it \(\phi\propto\cosh qz+r\sinh qz\), with \(z\) measured from its top, where the load is \(Y_{\rm in}=-\varepsilon r\). At its bottom, with \(T=\tanh qd\),

\[
Y=-\varepsilon\,\frac{T+r}{1+rT}.
\]

Thus \(r(\varepsilon+YT)=-(Y+\varepsilon T)\), and

\[
Y_{\rm in}=\varepsilon\,\frac{Y+\varepsilon T}{\varepsilon+YT}. \tag{11}
\]

An ideal metal gate at \(z=-t\) forces \(\phi\propto\sinh q(z+t)\) in the oxide. Matching at \(z=0\) gives \(\varepsilon_{ox}\coth(qt)+Y=0\). Equation (6) therefore still holds if \(\varepsilon_s\) is replaced by the effective load

\[
L=Y\tanh(qt), \tag{12}
\]

provided \(Y\) is independent of frequency. The thickness has introduced a length, and the mode now disperses with \(q\). As \(qt\to0\) within the nonretarded regime, \(L\to0\) and the frequency approaches \(\omega_{LO}\), provided \(Y\) stays finite. A load that grows as \(1/q\), like the static load of the electron sheet below, would not obey this limit when \(q\to0\) at fixed \(t\). That static load fails there, however: once \(\omega\) is well above \(qv_F\) and the plasma frequency of the gated sheet, the electrons cannot follow the phonon, and the mode again approaches \(\omega_{LO}\).

Take each change separately, with shifts relative to 21.3 meV:

- **Metal gate.** For \(t=3\) nm directly on silicon, the mode rises to 21.7 meV, or by 1.8 %.
- **Silicon dioxide interlayer.** For a thick oxide, \(d=0.5\) nm and \(\varepsilon=3.9\), \(T=\tanh0.25=0.245\). Equation (11) gives
\[
Y_{\rm in}=3.9\,\frac{11.7+3.9\times0.245}{3.9+11.7\times0.245}=7.3.
\]
The weaker screening raises the mode to 23.2 meV, or by 8.7 %. The interlayer's own phonons are left out.
- **Inversion layer.** Electrons in a thin sheet respond to \(\phi\) with surface charge \(-e^2(dn/d\mu)\phi\), where \(n\) is the sheet density and \(\mu\) the chemical potential. The jump in \(D_z\) makes the load at the sheet \(\varepsilon_s+e^2(dn/d\mu)/(\varepsilon_{\rm vac}q)\).

For one parabolic subband with two valleys and two spins, the density of states is \(N=2m/(\pi\hbar^2)\) and \(n=Nk_BT\ln(1+e^{\mu/k_BT})\), with \(\mu\) measured from the subband edge. Differentiation gives \(dn/d\mu=N(1-e^{-n/(Nk_BT)})\). At \(n=10^{13}\) cm\(^{-2}\) and 300 K this is \(1.45\times10^{14}\) eV\(^{-1}\) cm\(^{-2}\), and the sheet adds 52 to the permittivity. If the sheet lies 1 nm inside the silicon, (11) reduces its load to 19.7 at the oxide. With a thick oxide and no interlayer, the mode falls to 19.5 meV, or by 8.5 %.

This last number is an estimate. It uses the static, long-wavelength response, which presumes electrons fast compared with the phonon. The phonon energy plus the recoil energy \(\hbar^2q^2/(2m)\) is 0.64 of \(\hbar qv_F\), where \(v_F=\hbar\sqrt{\pi n}/m\) is the zero-temperature Fermi velocity. That ratio is below one but not small. The phonon can therefore also excite electron–hole pairs, which damps the mode; a static response omits this. The estimate further places all electrons in one subband of zero thickness. Spreading the charge about the same mean depth, or filling higher subbands, strengthens the screening and can lower the mode by several tenths of a meV more.

## A second oxide mode and the real stack

Hafnia has several infrared-active modes. To size the single-mode assumption, keep \(\varepsilon_0\) and \(\varepsilon_\infty\) fixed but divide the ionic strength between modes at \(\hbar\omega_1=15\) meV and \(\hbar\omega_2=50\) meV, with the split set by \(\varepsilon_m=6.5\), the static permittivity the oxide would have with the soft mode frozen (the modes are too close for \(\varepsilon_{ox}\) to form a plateau at this value between them):

\[
\varepsilon_{ox}=\varepsilon_\infty+\frac{(\varepsilon_0-\varepsilon_m)\omega_1^2}{\omega_1^2-\omega^2}+\frac{(\varepsilon_m-\varepsilon_\infty)\omega_2^2}{\omega_2^2-\omega^2}. \tag{13}
\]

Condition (5) now has two roots. Bracketed numerical root finding places them at 20.3 and 52.4 meV for thick oxide on bare silicon. The soft mode is 4.6 % below the single-mode value, and the hard mode is absent from the single-mode description.

The parameters above are rough values in the regime of hafnia on silicon, and the absolute energies follow the assumed transverse modes: with values often quoted for hafnia, 12.4 and 48.4 meV with \(\varepsilon_m\approx6.6\), the two roots on bare silicon move to 16.8 and 50.7 meV. The density \(10^{13}\) cm\(^{-2}\) represents strong inversion. Real films depart from the model through several oxide modes, an interfacial oxide, channel electrons, and anisotropy or disorder, the last two of which are not sized here. With the gate, interlayer, electron sheet and second oxide mode all included, the sheet again 1 nm below the silicon surface, (11) and (12) give \(L=8.35\). The numerical roots of \(\varepsilon_{ox}+L=0\) are then 21.3 and 53.0 meV. The upper value is only rough: silicon dioxide has a transverse mode of its own near 56 meV, so a constant interlayer permittivity of 3.9 is a poor description there. Including that lattice response would lower the upper root by roughly 1 meV and add further modes nearby, but would change the soft root by less than 0.1 meV.

The soft root agrees with the simple result to 0.1 %, although the separate changes reach almost 9 %. Upward shifts from the gate and interlayer oppose downward shifts from the electrons and second mode. The separate shifts add to \(-2.6\) %, so the closer cancellation arises only when the changes act together: the interlayer, for example, also weakens the influence of the electrons on the oxide. The cancellation belongs to this choice of thicknesses, density and \(q\), and does not show that (6) has an accuracy of 0.1 % for a real transistor. For these parameters, the separate shifts are a fairer measure of its uncertainty.

All numerical values are calculated from the stated model.
